# Heat of transport from a driven lattice gas, with Onsager reciprocity: test program

```python
"""
Result under test: for ions hopping on a line of sites with local heat baths,
the energy of transport U* found from the zero-current state under opposed
temperature and chemical gradients equals the energy carried per ion in an
isothermal current, both in the limit of zero forcing (Onsager reciprocity).
The heat of transport is Q* = U* - h, h = partial enthalpy at fixed occupancy.

Symbols: beta = 1/(k T) in 1/eV; lnz = beta*mu; theta = beta_right - beta_left;
drive = lnz_left - lnz_right; J = ion current to the right;
J_u = sum over baths of position (-1/2..1/2) times energy rate into the bath.
SHARE = fraction of the climbing energy drawn from the departure bath.
Bulk formula: U* = (2 SHARE-1) E_M + (3-2 SHARE) V p, where p is the
probability that a site next to an empty site is occupied.
Rates are in units of ATTEMPT*exp(-E_M/(k T)) until they are printed.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq

KB = k_joule / charge          # eV/K
TEMP = 600.0                   # K
BETA = 1 / (KB * TEMP)
E_M = 0.25                     # eV, barrier of an isolated ion
V = 0.06                       # eV, nearest-neighbour repulsion
OCC = 0.75                     # mean occupancy
SHARE = 0.8
SPACING = 0.3                  # nm
ATTEMPT = 1.0e13               # 1/s
RATE_NS = ATTEMPT * np.exp(-BETA * E_M) * 1e-9


# ---------- bulk thermodynamics from a transfer matrix ----------
def log_lambda(lnz, beta, next_v=0.0):
    m = np.zeros((4, 4))
    for a in (0, 1):
        for b in (0, 1):
            for c in (0, 1):
                m[2*a + b, 2*b + c] = np.exp(
                    lnz*c - beta*(V*b*c + next_v*a*c))
    return np.log(np.linalg.eigvals(m).real.max())


def density(lnz, beta, next_v=0.0):
    d = 1e-4
    return (log_lambda(lnz + d, beta, next_v)
            - log_lambda(lnz - d, beta, next_v)) / (2*d)


def lnz_at(beta, occ, next_v=0.0):
    return brentq(lambda y: density(y, beta, next_v) - occ, -10, 20,
                  xtol=1e-12)


def enthalpy(occ, next_v=0.0):
    d = 1e-3 * BETA
    return (lnz_at(BETA + d, occ, next_v)
            - lnz_at(BETA - d, occ, next_v)) / (2*d)


def bulk_formula(lnz, share):
    p_filled = 1 - np.exp(-log_lambda(lnz, BETA))
    return (2*share - 1)*E_M + (3 - 2*share)*V*p_filled


# ---------- open chain: every configuration and every event ----------
def build_chain(n, next_v=0.0, saddle=0.0, release=SHARE):
    """saddle: part of the neighbour energies still felt at the saddle.
    release: fraction of the descent energy booked to the arrival bath."""
    conf = np.arange(2**n)
    occ = (conf[:, None] >> np.arange(n)) & 1
    edge = np.zeros(n)         # mean field of the ions beyond each end
    edge[0] += (V + next_v)*OCC
    edge[-1] += (V + next_v)*OCC
    edge[1] += next_v*OCC
    edge[-2] += next_v*OCC
    energy = (occ @ edge + V*(occ[:, :-1]*occ[:, 1:]).sum(1)
              + next_v*(occ[:, :-2]*occ[:, 2:]).sum(1))
    target = np.tile(conf[:, None], (1, n + 1))
    move = np.zeros((2**n, n + 1))
    cost = np.zeros((2**n, n + 1, n))
    heat = np.zeros((2**n, n + 1, n))
    for ch in range(1, n):
        i, j = ch - 1, ch
        pair = (1 << i) | (1 << j)
        src = conf[occ[:, i] != occ[:, j]]
        new, rest = src ^ pair, src & ~pair
        bind_old = energy[src] - energy[rest]
        bind_new = energy[new] - energy[rest]
        top = E_M + saddle*(bind_old + bind_new)
        up, down = top - bind_old, top - bind_new
        right = occ[src, i] == 1
        dep, arr = np.where(right, i, j), np.where(right, j, i)
        target[src, ch] = new
        move[src, ch] = np.where(right, 1, -1)
        cost[src, ch, dep] = SHARE*up
        cost[src, ch, arr] = (1 - SHARE)*up
        heat[src, ch, dep] = -SHARE*up + (1 - release)*down
        heat[src, ch, arr] = -(1 - SHARE)*up + release*down
    for ch, site, sign in ((0, 0, 1), (n, n - 1, -1)):
        new = conf ^ (1 << site)
        change = energy[new] - energy
        target[:, ch] = new
        move[:, ch] = sign*(1 - 2*occ[:, site])
        cost[:, ch, site] = change/2
        heat[:, ch, site] = -change
    return SimpleNamespace(n=n, target=target, move=move, cost=cost,
                           heat=heat, x=np.linspace(-0.5, 0.5, n),
                           lnz=lnz_at(BETA, OCC, next_v))


def event_rates(c, theta, drive):
    log_w = -(c.cost @ (BETA + theta*c.x))
    log_w[:, 1:-1] += BETA*E_M
    log_w[:, 0] += 0.5*c.move[:, 0]*(c.lnz + drive/2)
    log_w[:, -1] -= 0.5*c.move[:, -1]*(c.lnz - drive/2)
    return np.where(c.move != 0, np.exp(log_w), 0.0)


def steady(c, theta, drive, full=False):
    w = event_rates(c, theta, drive)
    size = len(w)
    source = np.tile(np.arange(size)[:, None], (1, c.n + 1))
    gen = np.zeros((size, size))
    np.add.at(gen, (c.target, source), w)
    gen[np.arange(size), np.arange(size)] -= w.sum(1)
    gen[0] = 1.0
    rhs = np.zeros(size)
    rhs[0] = 1.0
    prob = np.linalg.solve(gen, rhs)
    flow = prob[:, None]*w
    current = (flow*c.move).sum()/(c.n + 1)
    energy_current = (flow*(c.heat @ c.x)).sum()
    if full:
        return current, energy_current, w, flow
    return current, energy_current


def null_ratio(c, theta):
    low, high = sorted((-0.6*theta, 0.2*theta))
    drive = brentq(lambda y: steady(c, theta, y)[0], low, high, xtol=1e-13)
    return -drive/theta


def carried(c, drive):
    current, energy_current = steady(c, 0.0, drive)
    return energy_current/current


def to_zero(values):
    """Limit of an even function sampled at f, f/2, f/4."""
    a = (4*values[1] - values[0])/3
    b = (4*values[2] - values[1])/3
    return (16*b - a)/15


def halvings(func, start):
    return [func(start/2**m) for m in range(3)]


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---------- event-level tests at strong forcing ----------
chain = build_chain(8)
THETA = 0.2*BETA
DRIVE = 0.8
cur, ecur, w, flow = steady(chain, THETA, DRIVE, full=True)
channel = np.tile(np.arange(chain.n + 1), (len(w), 1))
reverse = w[chain.target, channel]
live = chain.move != 0
log_ratio = np.zeros_like(w)
log_ratio[live] = np.log(w[live]/reverse[live])
bath_entropy = chain.heat @ (BETA + THETA*chain.x)
bath_entropy[:, 0] += chain.move[:, 0]*(chain.lnz + DRIVE/2)
bath_entropy[:, -1] -= chain.move[:, -1]*(chain.lnz - DRIVE/2)
assert np.allclose(log_ratio[live], bath_entropy[live], atol=1e-10)
sigma_events = (flow*log_ratio).sum()
sigma_forces = DRIVE*cur + THETA*ecur
assert sigma_events > 0
assert abs(sigma_events/sigma_forces - 1) < 1e-8

# ---------- extraction and reciprocity ----------
null_values = halvings(lambda t: null_ratio(chain, t), THETA)
iso_values = halvings(lambda d: carried(chain, d), DRIVE)
u_null, u_iso = to_zero(null_values), to_zero(iso_values)
assert abs(null_ratio(chain, -THETA) - null_values[0]) < 1e-9
assert abs(carried(chain, -DRIVE) - iso_values[0]) < 1e-9
assert abs(u_null - u_iso) < 1e-6

l_nn = to_zero(halvings(lambda d: steady(chain, 0, d)[0]/d, DRIVE))
l_un = to_zero(halvings(lambda d: steady(chain, 0, d)[1]/d, DRIVE))
l_nu = to_zero(halvings(lambda t: steady(chain, t, 0)[0]/t, THETA))
l_uu = to_zero(halvings(lambda t: steady(chain, t, 0)[1]/t, THETA))
assert abs(l_nu/l_un - 1) < 1e-5
assert l_nn > 0 and l_nn*l_uu > l_un*l_nu

# Control: the same rates with the released heat booked wrongly.
wrong = build_chain(8, release=1.0)
u_wrong = to_zero(halvings(lambda d: carried(wrong, d), DRIVE))
assert abs(u_wrong - u_null) > 0.02


# ---------- ring enumeration: bulk averages under a uniform drive ----------
def ring(lnz, share, saddle=0.0, n=10):
    conf = np.arange(2**n)
    occ = (conf[:, None] >> np.arange(n)) & 1
    energy = V*(occ*np.roll(occ, -1, axis=1)).sum(1)
    number = occ.sum(1)
    prob = np.exp(lnz*number - BETA*energy)
    prob /= prob.sum()
    gain = np.zeros(2**n)
    ions = carried_energy = 0.0
    for i in range(n):
        j = (i + 1) % n
        left, right = occ[:, (i - 1) % n], occ[:, (i + 2) % n]
        for a, b, back, front, sign in ((i, j, left, right, 1),
                                        (j, i, right, left, -1)):
            src = conf[(occ[:, a] == 1) & (occ[:, b] == 0)]
            old, new = V*back[src], V*front[src]
            top = E_M + saddle*(old + new)
            up, down = top - old, top - new
            pw = prob[src]*np.exp(-BETA*(up - E_M) + 0.5*sign)
            gain[src] -= pw
            gain[src ^ ((1 << i) | (1 << j))] += pw
            # heat moved between baths plus displaced interaction energy
            moved = share*down - (1 - share)*up + 0.5*old + 1.5*new
            ions += sign*pw.sum()
            carried_energy += sign*(pw*moved).sum()
    mean_n, mean_e = prob @ number, prob @ energy
    h = ((prob @ (number*energy) - mean_n*mean_e)
         / (prob @ number**2 - mean_n**2))
    return carried_energy/ions, h, np.abs(gain/prob).max()


for occ_test, share_test in ((OCC, SHARE), (0.3, 1.0)):
    y = lnz_at(BETA, occ_test)
    u_ring, h_ring, drift = ring(y, share_test)
    assert abs(u_ring - bulk_formula(y, share_test)) < 1e-6
    assert abs(h_ring - enthalpy(occ_test)) < 1e-5
    assert drift < 1e-10
drift_saddle = ring(chain.lnz, SHARE, saddle=0.5)[2]
assert drift_saddle > 0.05


# ---------- bulk value from chains of different length ----------
def chain_u(n, **options):
    c = build_chain(n, **options)
    return to_zero(halvings(lambda d: carried(c, d), DRIVE))


def remove_edges(n1, u1, n2, u2):
    return ((n2 - 1)*u2 - (n1 - 1)*u1)/(n2 - n1)


u6, u10 = chain_u(6), chain_u(10)
bulk_short = remove_edges(6, u6, 8, u_iso)
bulk_long = remove_edges(8, u_iso, 10, u10)
u_formula = bulk_formula(chain.lnz, SHARE)
# Short chains keep a small edge remainder, hence 5 percent of V.
assert abs(bulk_long - u_formula) < 0.05*V
h_bulk = enthalpy(OCC)
q_star = u_formula - h_bulk

# ---------- composition shift and balancing voltage ----------
dT = 1.0
occ_shift, potential = [], []
for temp in (TEMP - dT, TEMP + dT):
    b = 1/(KB*temp)
    y = chain.lnz + u_formula*(b - BETA)
    occ_shift.append(density(y, b))
    potential.append((y - lnz_at(b, OCC))/b)
dc_dT = (occ_shift[1] - occ_shift[0])/(2*dT)
dpsi_dT = (potential[1] - potential[0])/(2*dT)
dmu_dc = (lnz_at(BETA, OCC + 1e-3) - lnz_at(BETA, OCC - 1e-3))/(2e-3*BETA)
assert abs(dc_dT/(-q_star/(TEMP*dmu_dc)) - 1) < 1e-3
assert abs(dpsi_dT/(-q_star/TEMP) - 1) < 1e-3


# ---------- kinetic Monte Carlo with independent walkers ----------
def monte_carlo(c, theta, drive, rng, walkers=4000, burn=1500, steps=8000):
    w = event_rates(c, theta, drive)
    channels = c.n + 1
    accept = (w/w.max()).ravel()
    target, move = c.target.ravel(), c.move.ravel()
    moment = (c.heat @ c.x).ravel()
    conf = rng.integers(len(w), size=walkers)
    ions, energy = np.zeros(walkers), np.zeros(walkers)
    for step in range(burn + steps):
        index = conf*channels + rng.integers(channels, size=walkers)
        hit = rng.random(walkers) < accept[index]
        if step >= burn:
            ions += hit*move[index]
            energy += hit*moment[index]
        conf = np.where(hit, target[index], conf)
    duration = steps/(channels*w.max())
    return ions/(duration*channels), energy/duration


def crossing(d1, j1, d2, j2):
    return d1 + (d2 - d1)*j1/(j1 - j2)


rng = np.random.default_rng(12345)
D1, D2 = -0.4, -1.2
means, errors, exact = [], [], []
for d in (D1, D2):
    sample = monte_carlo(chain, THETA, d, rng)[0]
    means.append(sample.mean())
    errors.append(sample.std(ddof=1)/np.sqrt(len(sample)))
    exact.append(steady(chain, THETA, d)[0])
    assert abs(means[-1] - exact[-1]) < 5*errors[-1]
u_mc = -crossing(D1, means[0], D2, means[1])/THETA
u_mc_exact = -crossing(D1, exact[0], D2, exact[1])/THETA
u_mc_err = (abs(D2 - D1)*np.hypot(means[1]*errors[0], means[0]*errors[1])
            / (means[0] - means[1])**2/THETA)
assert abs(u_mc - u_mc_exact) < 5*u_mc_err
ions, energy = monte_carlo(chain, 0.0, DRIVE, rng)
u_mc_iso = energy.mean()/ions.mean()
u_mc_iso_err = ((energy - u_mc_iso*ions).std(ddof=1)
                / np.sqrt(len(ions))/abs(ions.mean()))
assert abs(u_mc_iso - iso_values[0]) < 5*u_mc_iso_err

# ---------- size of what the model leaves out ----------
V_NEXT = V/2
u_next = remove_edges(8, chain_u(8, next_v=V_NEXT),
                      10, chain_u(10, next_v=V_NEXT))
q_next = u_next - enthalpy(OCC, V_NEXT)
u_saddle = remove_edges(8, chain_u(8, saddle=0.5),
                        10, chain_u(10, saddle=0.5))
q_saddle = u_saddle - h_bulk

# ---------- printed results ----------
show("temperature", TEMP, "K")
show("site spacing", SPACING, "nm")
show("isolated-ion barrier", E_M, "eV")
show("neighbour repulsion V", V, "eV")
show("occupancy", OCC)
show("departure share of climb energy", SHARE)
show("attempt frequency", ATTEMPT*1e-12, "THz")
show("isolated-ion hop rate, one direction", RATE_NS, "1/ns")
show("thermal energy kT", 1/BETA, "eV")
show("reference beta*mu", chain.lnz)
for m, value in enumerate(null_values):
    f = 0.2/2**m
    hot, cold = TEMP/(1 - f/2), TEMP/(1 + f/2)
    grad = (hot - cold)/(SPACING*(chain.n - 1))
    print(f"null run {m+1}: ends {hot:.1f} and {cold:.1f} K, "
          f"{grad:.2f} K/nm, U = {value:.7f} eV")
for m, value in enumerate(iso_values):
    print(f"isothermal run {m+1}: drive {DRIVE/2**m:.1f}, "
          f"U = {value:.7f} eV")
print(f"zero-forcing U, null route, 8 sites: {u_null:.7f} eV")
print(f"zero-forcing U, isothermal route, 8 sites: {u_iso:.7f} eV")
show("difference of the two routes", u_null - u_iso, "eV", 2)
show("forcing bias of null run 1", 1e3*(null_values[0] - u_null), "meV", 3)
show("U with released heat booked wrongly", u_wrong, "eV")
show("L_nn", l_nn*RATE_NS, "1/ns")
show("L_nu from thermal forcing", l_nu*RATE_NS, "eV/ns", 7)
show("L_un from chemical forcing", l_un*RATE_NS, "eV/ns", 7)
show("L_uu", l_uu*RATE_NS, "eV^2/ns")
show("entropy production/k, from events", sigma_events*RATE_NS, "1/ns", 7)
show("entropy production/k, from forces", sigma_forces*RATE_NS, "1/ns", 7)
print(f"U for 6 and 10 sites: {u6:.6f} and {u10:.6f} eV")
print(f"bulk U from 6,8 and from 8,10 sites: "
      f"{bulk_short:.6f} and {bulk_long:.6f} eV")
show("filled probability beside an empty site",
     1 - np.exp(-log_lambda(chain.lnz, BETA)))
print(f"bulk U, closed formula: {u_formula:.6f} eV")
show("partial enthalpy h", h_bulk, "eV")
show("heat of transport Q*", q_star, "eV")
show("heat of transport Q*", q_star*charge*6.02214076e23/1e3, "kJ/mol")
show("dmu/dc", dmu_dc, "eV")
show("zero-current dc/dT", dc_dT, "1/K", 4)
show("balancing dpsi/dT at fixed composition", 1e3*dpsi_dT, "mV/K", 4)
print(f"Monte Carlo null U: {u_mc:.4f} +- {u_mc_err:.4f} eV "
      f"(master equation, same two drives: {u_mc_exact:.4f} eV)")
print(f"Monte Carlo isothermal U: {u_mc_iso:.4f} +- {u_mc_iso_err:.4f} eV")
show("largest drift rate of Ising weights, saddle coupling 0.5",
     drift_saddle*RATE_NS, "1/ns", 3)
show("second-neighbour repulsion tried", V_NEXT, "eV")
show("Q* with second-neighbour repulsion", q_next, "eV", 4)
show("Q* with half the neighbour force at the saddle", q_saddle, "eV", 4)
for s in (0.5, 1.0):
    show(f"Q* if the departure share is {s}",
         bulk_formula(chain.lnz, s) - h_bulk, "eV", 4)
print("every check passed")
```

Running it gives:

```
temperature: 600 K
site spacing: 0.3 nm
isolated-ion barrier: 0.25 eV
neighbour repulsion V: 0.06 eV
occupancy: 0.75
departure share of climb energy: 0.8
attempt frequency: 10 THz
isolated-ion hop rate, one direction: 79.45 1/ns
thermal energy kT: 0.051704 eV
reference beta*mu: 2.9673
null run 1: ends 666.7 and 545.5 K, 57.72 K/nm, U = 0.2230134 eV
null run 2: ends 631.6 and 571.4 K, 28.64 K/nm, U = 0.2231289 eV
null run 3: ends 615.4 and 585.4 K, 14.29 K/nm, U = 0.2231579 eV
isothermal run 1: drive 0.8, U = 0.2229744 eV
isothermal run 2: drive 0.4, U = 0.2231190 eV
isothermal run 3: drive 0.2, U = 0.2231555 eV
zero-forcing U, null route, 8 sites: 0.2231676 eV
zero-forcing U, isothermal route, 8 sites: 0.2231676 eV
difference of the two routes: 3.7e-11 eV
forcing bias of null run 1: -0.154 meV
U with released heat booked wrongly: 0.26517 eV
L_nn: 4.5307 1/ns
L_nu from thermal forcing: 1.011112 eV/ns
L_un from chemical forcing: 1.011112 eV/ns
L_uu: 0.22771 eV^2/ns
entropy production/k, from events: 12.34599 1/ns
entropy production/k, from forces: 12.34599 1/ns
U for 6 and 10 sites: 0.222727 and 0.223413 eV
bulk U from 6,8 and from 8,10 sites: 0.224270 and 0.224273 eV
filled probability beside an empty site: 0.88421
bulk U, closed formula: 0.224274 eV
partial enthalpy h: 0.10308 eV
heat of transport Q*: 0.1212 eV
heat of transport Q*: 11.694 kJ/mol
dmu/dc: 0.39596 eV
zero-current dc/dT: -0.0005101 1/K
balancing dpsi/dT at fixed composition: -0.202 mV/K
Monte Carlo null U: 0.2238 +- 0.0012 eV (master equation, same two drives: 0.2235 eV)
Monte Carlo isothermal U: 0.2227 +- 0.0002 eV
largest drift rate of Ising weights, saddle coupling 0.5: 28.7 1/ns
second-neighbour repulsion tried: 0.03 eV
Q* with second-neighbour repulsion: 0.09362 eV
Q* with half the neighbour force at the saddle: 0.1442 eV
Q* if the departure share is 0.5: 0.003028 eV
Q* if the departure share is 1.0: 0.2 eV
every check passed
```
